\section*{Why a bulky central substituent tilts an amidinate toward chelation}

\section{The puzzle: the bulk is on the wrong side}

A precursor meant to be a chelated monomer may form a bridged dimer instead. The molecule then has twice the mass, and its volatility and surface chemistry may change. The size of R alone does not show how to prevent this. In an amidinate $[\mathrm{R'N{-}C(R){-}NR'}]^-$ the central substituent R points away from the metal, so it does not directly block the space where a second metal would sit. Its influence is indirect: R pushes the substituents R$'$, the nitrogen lone pairs turn with them, and R$'$ itself moves closer to the metal.

Three contributions are separated below: the turning of the lone pair when a bond angle opens, the push that opens it, and the effect on binding. In the model used here bulk favours chelation in this way, but it does not by itself decide the structure. Metal size, coordination number, crowding between ligands and entropy also count.

\section{First contribution: an angle turns a lone pair}

Take the ligand planar at C and N, with both R$'$ on the side of R. Let $\alpha$ be the N--C--N angle and $\theta$ the C--N--R$'$ angle. The ligand axis runs from R through the central carbon toward the metal side. The tilt $\phi$ of a lone pair is measured from this axis and is positive inward, toward the other nitrogen.

On one nitrogen let $\mathbf u_1$ and $\mathbf u_2$ be unit vectors along the bonds to C and R$'$. Assume that both bond hybrids have the same s weight $a^2$ and point along the bonds:
\begin{equation}
h_i=a\,s+b\,(\mathbf u_i\cdot\mathbf p),\qquad a^2+b^2=1 .
\end{equation}
Since $\mathbf u_1\cdot\mathbf u_2=\cos\theta$, orthogonality gives
\begin{align}
0&=a^2+b^2\cos\theta=a^2+(1-a^2)\cos\theta,\\
a^2(1-\cos\theta)&=-\cos\theta,\qquad
a^2=\frac{\cos\theta}{\cos\theta-1}.
\end{align}
This requires $\theta>90^\circ$, since $a^2$ must be positive.

Write the lone pair as $h_3=c\,s+e\,(\mathbf v\cdot\mathbf p)$, with $c,e>0$ and $\mathbf v$ a unit vector in the plane. It is orthogonal to both bond hybrids:
\begin{equation}
ac+be\,\mathbf v\cdot\mathbf u_1=0,\qquad
ac+be\,\mathbf v\cdot\mathbf u_2=0 .
\end{equation}
Subtraction gives $\mathbf v\cdot(\mathbf u_1-\mathbf u_2)=0$, so $\mathbf v$ lies along the bisector of the two bonds. Each equation separately requires $\mathbf v\cdot\mathbf u_i<0$, so $\mathbf v$ points outward, opposite to $\mathbf u_1+\mathbf u_2$.

Now measure directions on the right-hand nitrogen clockwise from the ligand axis. This nitrogen lies at $\alpha/2$ as seen from carbon, so its bond back to carbon has direction $\alpha/2+180^\circ$. The bond to R$'$ has direction $\alpha/2+180^\circ-\theta$. Their bisector is the mean, $\alpha/2+180^\circ-\theta/2$, and the opposite direction is $(\alpha-\theta)/2$. Clockwise is outward on this nitrogen, so the inward tilt has the opposite sign:
\begin{equation}
\boxed{\;\phi=\frac{\theta-\alpha}{2}\;}
\label{eq:tilt}
\end{equation}
The other nitrogen follows by reflection. The lone pairs are parallel at $\theta=\alpha$, converge for $\theta>\alpha$ and diverge for $\theta<\alpha$. Opening $\theta$ by one degree turns each lone pair by half a degree.

The s weight of the lone pair is what the two bonds leave:
\begin{equation}
c^2=1-2a^2=\frac{\cos\theta-1-2\cos\theta}{\cos\theta-1}
=\frac{1+\cos\theta}{1-\cos\theta}.
\end{equation}
It is $1/3$ at $120^\circ$ and vanishes at $180^\circ$. In that limit the lone pair is a pure p orbital with two equal lobes, and a single donor direction loses its meaning.

\subsection{How good is the equal-hybrid assumption?}

For the small anion HC(NH)$_2^-$ at $\alpha=116^\circ$, the lone pair can be read from the Hartree--Fock density as the most occupied in-plane valence hybrid on nitrogen. Its occupation is at least $1.93$ electrons over the angles used. For $\theta=110^\circ,120^\circ,130^\circ,140^\circ$ its tilt is $-7.2^\circ,-2.3^\circ,2.8^\circ,8.2^\circ$, while \eqref{eq:tilt} gives $-3^\circ,2^\circ,7^\circ,12^\circ$. By this measure the rule is about $4^\circ$ too far inward, but its slope is good: $0.51$ against $0.5$. The offset depends on how the lone pair is defined. These values use intrinsic atomic orbitals; natural atomic orbitals give an offset of $5^\circ$ to $6^\circ$, and the charge centres discussed below give less than $2^\circ$. The slope stays between $0.5$ and $0.6$ in all three. The slope with respect to $\alpha$ is $-0.55$ against $-0.5$.

An offset of this sign would follow if the N--C hybrid had more s character than the N--H hybrid. The orthogonality conditions would then turn the lone pair away from the N--C bond. At $\theta=120^\circ$ this would need s weights near $0.40$ for N--C and $0.27$ for N--H. The localized bond orbitals instead have nearly equal s weights on nitrogen, $0.26$ and $0.26$ at $120^\circ$ and $0.26$ and $0.28$ at $130^\circ$, so they do not support this explanation, and the origin of the offset is left open.

The numerical output also lists the charge centre of a localized orbital, chosen as the one nearest to nitrogen. At $110^\circ$ and $120^\circ$ it agrees with the rule within $0.6^\circ$. At $130^\circ$ and $140^\circ$ it jumps to $118^\circ$ and $123^\circ$. The N--C bond itself lies at an inward angle of $180^\circ-\alpha/2=122^\circ$, but at $\theta=130^\circ$ the chosen centre is only $0.17$ \AA\ from nitrogen, whereas the centre of the N--C bond orbital at $\theta=120^\circ$ is $0.62$ \AA\ away. At $130^\circ$ the localization stopped short of its optimum. Those two entries, and the slope of $4.97$ fitted through them, do not describe the lone pair. Carried to convergence from random starts, the localization puts the lone-pair centre $0.38$ \AA\ from nitrogen at all four angles, with tilts of $7.5^\circ$ at $130^\circ$ and $13.8^\circ$ at $140^\circ$, against $7^\circ$ and $12^\circ$ from the rule.

\section{Second contribution: bulk opens the angle}

With $\alpha$ and the rest of the frame fixed, write the energy as a bending term plus the contact energy $W$ between R and the two R$'$ groups:
\begin{equation}
E(\theta)=\tfrac12K(\theta-\theta_0)^2+W(\theta).
\end{equation}
Both angles $\theta$ open together, so $K$ belongs to the joint motion. At the minimum $\theta_*$ the derivative vanishes:
\begin{equation}
K(\theta_*-\theta_0)=-W'(\theta_*).
\end{equation}
Opening $\theta$ carries R$'$ away from R, so a repulsive contact has $W'<0$ and $\theta_*>\theta_0$. For a small shift $\delta=\theta_*-\theta_0$, expand $W'(\theta_*)\approx W'(\theta_0)+W''(\theta_0)\delta$ and collect the terms in $\delta$:
\begin{equation}
\delta\approx\frac{-W'(\theta_0)}{K+W''(\theta_0)} .
\end{equation}
A stiff frame reduces the response. This last formula needs a gentle contact; the balance before it does not.

\subsection{Methyl against tert-butyl}

Consider the free anions with R$'=$ methyl and R either methyl or tert-butyl. Both R are alkyl groups, so chiefly the size changes. The fixed values are $\alpha=116^\circ$, C--N $=1.33$ \AA, N--CH$_3$ $=1.46$ \AA\ and C--R $=1.57$ \AA; the methyl rotations are fixed too. Restricted Hartree--Fock in the 6-31G basis puts the minimum at
\begin{equation}
\theta_{\rm Me}=119.6^\circ,\qquad \theta_{\rm tBu}=136.4^\circ ,
\end{equation}
an opening of $16.7^\circ$ before rounding of the two angles.

The balance of forces can be read between $126^\circ$ and $134^\circ$. The methyl compound rises from $11.7$ to $51.8$ kJ/mol, a cost of $40.1$ kJ/mol. Replacing methyl by tert-butyl adds a change of $-97.6$ kJ/mol over the same interval. The sum,
\begin{equation}
40.1-97.6=-57.5\ \text{kJ/mol},
\end{equation}
is the computed fall for the tert-butyl compound. In this range the added push exceeds the resistance of the frame, so the angle opens further.

Does the push act through space or through the bonds of the amidinate? Remove the amidinate link, cap the cut groups with hydrogen and keep their other atoms in place. Isobutane then faces methane, and the reference is methane facing methane. The extra change, counted for both sides of the ligand, is $-95.0$ kJ/mol, or $97\%$ of the value in the whole ligands. For this interval and frame, the push is almost wholly a direct contact.

\subsection{From the opening to the convergence}

Equation \eqref{eq:tilt} gives
\begin{align}
\phi_{\rm Me}&=\tfrac12(119.6^\circ-116^\circ)=1.8^\circ,\\
\phi_{\rm tBu}&=\tfrac12(136.4^\circ-116^\circ)=10.2^\circ .
\end{align}
The angle between the two lone pairs, $2\phi$, grows from about $4^\circ$ to $20^\circ$. If the $4^\circ$ offset found for the small core carries over, the methyl compound has slightly diverging lone pairs and the tert-butyl compound still has converging ones. The change between them is hardly affected, because the slope is close to one half.

\section{Third contribution: what the two binding modes ask for}

Half the N$\cdots$N distance is
\begin{equation}
x=d\sin(\alpha/2)=1.33\,\sin58^\circ=1.128\ \text{\AA},
\end{equation}
where $d$ is the C--N length. A chelated metal lies on the ligand axis at distance $r$ from each nitrogen. A lone pair aimed at it needs the tilt
\begin{equation}
\phi_c=\arcsin\frac{x}{r}=\arcsin\frac{1.128}{1.95}=35.3^\circ
\end{equation}
for $r=1.95$ \AA. Take a bridge whose two metals sit straight above the two nitrogens; it needs $\phi=0$. The misfits are then $\phi_c-\phi$ and $\phi$. From methyl to tert-butyl the chelate misfit falls from $33.5^\circ$ to $25.2^\circ$, and the bridge misfit rises from $1.8^\circ$ to $10.2^\circ$.

Suppose, as a model, that misdirection costs $\tfrac12k(\text{misfit})^2$ per nitrogen with the same $k$ in both modes. Then
\begin{align}
U_{\rm bridge}-U_{\rm chelate}
&=\tfrac12k\left[\phi^2-(\phi_c-\phi)^2\right]\nonumber\\
&=\tfrac12k\left[2\phi_c\phi-\phi_c^2\right]
=k\phi_c\left(\phi-\tfrac12\phi_c\right).
\end{align}
The difference rises with $\phi$, so every increase in tilt moves the balance toward chelation. It changes sign at $\phi=\phi_c/2$, or $\theta=\alpha+\phi_c=151.3^\circ$. The tert-butyl ligand does not reach this angle. On lone-pair direction alone, within this model, the straight bridge still fits better.

The word ``converge'' must be read with the same care. The lone-pair lines meet at height
\begin{equation}
\frac{x}{\tan\phi_{\rm tBu}}\approx6.3\ \text{\AA}
\end{equation}
above the N$\cdots$N line, while the chelated metal is at $\sqrt{r^2-x^2}=1.59$ \AA. Even at $\theta=180^\circ$ the rule gives $\phi=32^\circ$, short of $35.3^\circ$. At this $\alpha$ and $r$ the chelate therefore has bent donor bonds at any $\theta$, and bulk makes them less bent. A longer $r$ lowers $\phi_c$ and eases the demand.

\subsection{The substituent also approaches the metal}

The rotation that tilts the lone pair also brings R$'$ toward the metal. For a bridging metal, the angle at nitrogen between R$'$ and the metal is $\alpha/2+180^\circ-\theta$. It falls from $118.4^\circ$ to $101.6^\circ$ between the two values of $\theta$. For a chelated metal it is larger by $\phi_c$ and falls from $153.7^\circ$ to $136.9^\circ$. With N--R$'$ length $\ell$, the squared distance from the metal to the first atom of R$'$ is $\ell^2+r^2-2\ell r\cos(\text{angle})$. The cosine rises by $0.27$ for the bridge and by $0.17$ for the chelate. The bridging metal is thus both closer to R$'$ and approached faster, which adds to the preference for chelation when R$'$ and the metal repel.

\subsection{Both effects together, with lithium}

The combined effect can be computed for the core HC(NH)$_2^-$ (L) and Li$^+$, with Li--N fixed at $1.95$ \AA\ and $\alpha$ at $116^\circ$. Define
\begin{equation}
D=\tfrac12E(\mathrm{Li_2L_2,\ bridged})-E(\mathrm{LiL,\ chelated}).
\end{equation}
A rise in $D$ is a shift toward chelation. The core has no bulky group; it is merely given the two values of $\theta$ found above. Hydrogen also takes the place of the methyl groups on nitrogen, so the size of the shift need not carry over to the methyl-substituted ligands. In 6-31G,
\begin{equation}
D_{\rm tBu}-D_{\rm Me}=-61.3-(-82.6)=21.3\ \text{kJ/mol}
\end{equation}
per ligand, or $0.22$ eV. Going from the 3-21G to the 6-31G basis changes this by $1.3$ kJ/mol. Adding polarization functions on carbon and nitrogen and diffuse functions on nitrogen raises each $D$ by $13$ to $15$ kJ/mol, to about $-67$ and $-48$ kJ/mol, and lowers the shift by about $2$ kJ/mol, to $19$ kJ/mol. The shift is therefore near $20$ kJ/mol, and the separate values of $D$ are not converged. The calculation does not divide the shift between lone-pair direction and the approach of hydrogen to the metal.

$D$ stays negative, so the bridged dimer remains lower in this model. That is no prediction for a real lithium compound: in both structures each lithium has only two nitrogen neighbours and lacks the solvent or further ligands it would normally bind, and neither structure is relaxed. The shift is the meaningful quantity here.

\section{Weighing the contributions}

The opening of $16.7^\circ$ can be set beside the effects left out:
\begin{itemize}
\item Going from STO-3G to 6-31G moves each best angle by about $3^\circ$, but the opening by only $-0.3^\circ$. Both bases are small. Adding polarization functions on carbon and nitrogen and diffuse functions on nitrogen to 6-31G lowers both best angles by about $1^\circ$ and changes the opening by about $0.2^\circ$.
\item Second-order correlation in the capped contact, relative to the methyl case, lowers the tert-butyl angle by an estimated $1.2^\circ$ in 6-31G. This basis has no polarization functions and describes dispersion poorly, so the value is only indicative.
\item A C--R bond longer by $0.03$ \AA\ lowers it by $0.3^\circ$.
\item At $373$ K the classical thermal spread of the joint motion, in which both angles $\theta$ open together, is about $2^\circ$, or $1^\circ$ in tilt. Motion in which one angle opens while the other closes adds to the spread of each single angle.
\end{itemize}
None of these removes the effect. Leaning and twisting of the tert-butyl group and rotation of the N-methyl groups were not sized. They give the contact other ways to relax and could reduce the opening, so $16.7^\circ$ is a value for the fixed frame only.

Real vapour-deposition precursors differ from this model in several respects. Copper(I) amidinates are known as bridged dimers and cobalt(II) bis(amidinates) as chelated monomers, which shows how much the metal matters. Their R$'$ groups can be isopropyl or tert-butyl, larger than the methyl used here. Metal--nitrogen distances near $2$ \AA\ and source temperatures near $373$ K are rough typical values. The straight lithium bridge forces a Li$\cdots$Li distance of $2x=2.26$ \AA, which is short; this distance was not relaxed here. A real complex also breaks the assumption of fixed $\alpha$. If chelation closes $\alpha$ by $5^\circ$ at fixed $\theta$, \eqref{eq:tilt} adds $2.5^\circ$ to the tilt, about a third of the $8.4^\circ$ gained from tert-butyl. The shorter N$\cdots$N distance also lowers $\phi_c$ from $35.3^\circ$ to $34.2^\circ$, so the chelate misfit falls by $3.6^\circ$ in all.

The design rule is therefore conditional. For a given metal, oxidation state and R$'$, the model suggests that a larger R moves the balance toward chelation, provided that the ligand stays planar and both R$'$ stay on the side of R. If R$'$ can rotate to the metal side, or the NCN plane twists, the push is relieved in another way and the argument fails.

\section*{Values computed for the example and the checks}
\begin{verbatim}
N-C-N angle alpha, held fixed: 116.0 deg
C-N length: 1.33 angstrom
N-CH3 length: 1.46 angstrom
C-R length: 1.57 angstrom
Li-N length: 1.95 angstrom
HC(NH)2- tilts in deg: N hybrid / bisector rule / charge centre
  theta 110 deg: -7.2 / -3.0 / -3.6
  theta 120 deg: -2.3 / 2.0 / 1.8
  theta 130 deg: 2.8 / 7.0 / 118.1
  theta 140 deg: 8.2 / 12.0 / 123.2
lowest occupation of that N hybrid: 1.93 electrons
hybrid tilt per degree of theta (rule 0.5): 0.51 deg/deg
charge-centre tilt per degree of theta: 4.97 deg/deg
hybrid tilt per degree of alpha (rule -0.5): -0.55 deg/deg
R = methyl, 6-31G, theta (deg) : energy (kJ/mol): 110 : 39.0, 118 : 0.0, 126 : 11.7, 134 : 51.8
R = tert-butyl, 6-31G, theta (deg) : energy (kJ/mol): 126 : 57.5, 134 : 0.0, 142 : 9.0, 150 : 47.3
best theta, R = methyl, 6-31G: 119.6 deg
best theta, R = tert-butyl, 6-31G: 136.4 deg
best theta, R = methyl, STO-3G: 116.2 deg
best theta, R = tert-butyl, STO-3G: 133.2 deg
opening of theta by bulk, 6-31G: 16.7 deg
basis shift of that opening, STO-3G to 6-31G: -0.3 deg
energy error of interpolated minimum (STO-3G): 0.18 kJ/mol
extra energy change 126 to 134 deg, whole ligands: -97.6 kJ/mol
same from capped fragments, no amidinate link: -95.0 kJ/mol
fragment share of the whole: 0.97 (ratio)
rule tilt, R = methyl: 1.8 deg
rule tilt, R = tert-butyl: 10.2 deg
half N...N distance: 1.128 angstrom
lone-pair crossing height above N...N, tert-butyl: 6.28 angstrom
Li height above N...N in the chelate: 1.59 angstrom
tilt wanted by chelation: 35.3 deg
misfit to chelated Li, methyl: 33.5 deg
misfit to chelated Li, tert-butyl: 25.2 deg
misfit to bridging Li, methyl: 1.8 deg
misfit to bridging Li, tert-butyl: 10.2 deg
theta of equal misfit: 151.3 deg
E(Li2L2)/2 - E(LiL) at methyl theta, 6-31G: -82.6 kJ/mol
E(Li2L2)/2 - E(LiL) at tert-butyl theta, 6-31G: -61.3 kJ/mol
shift toward chelation per ligand, 6-31G: 21.3 kJ/mol
basis change of that shift, 3-21G to 6-31G: 1.3 kJ/mol
temperature for thermal spread: 373 K
thermal spread of theta, methyl: 2.1 deg
thermal spread of theta, tert-butyl: 1.9 deg
theta shift from MP2 correlation in the contact: -1.2 deg
theta shift if C-R is 0.03 angstrom longer: -0.3 deg
\end{verbatim}
